# Why semilocal exchange overpolarizes long chains: missing counter-drift and small gap

A model chain of sixteen electrons in eight cells has a longitudinal polarizability of 199 atomic units in Hartree-Fock (HF) theory and 339 when exchange is treated in the local density approximation (LDA). If exchange is again represented by a local potential, but one derived from the exact-exchange energy (EXX), the value is 198. So locality of the potential is not what costs 70 per cent. Something in the way the LDA potential is built must be responsible, either in its response to the field or in its form before the field is applied.

## The model and its conventions

Hartree atomic units are used for the model. Electrons move in one dimension and repel through $w(u)=1/\sqrt{u^2+1}$. Each atom has unit charge, attracts through $-w$, and supplies one electron. The spacings alternate between 2.0 and 3.5 bohr, so a cell has length 5.5 bohr and holds one electron pair. The nuclei are fixed, all orbitals are doubly occupied, and correlation is left out.

A weak field adds $+Fx$ to the potential energy of an electron. Electrons therefore move towards negative $x$, and

$$\alpha=-\frac1F\int x\,\delta n(x)\,dx$$

is positive. An induced potential that rises with $x$ helps the field; one that falls with $x$ opposes it.

In a local-potential theory the density response is

$$\delta n=\chi_s\,(Fx+w\,\delta n+\delta v_x),$$

where $\chi_s$ is the response of independent electrons in the zero-field orbitals and products imply integration. Exchange enters twice: through $\delta v_x$, and through the zero-field potential that fixes $\chi_s$.

## What LDA exchange does in a field

In a uniform gas of density $n$, with $k=\pi n/2$, the spin-summed density matrix is $\gamma(u)=2\sin(ku)/(\pi u)$. The exchange energy per length is

$$e_x=-\frac14\int_{-\infty}^{\infty}\gamma^2w\,du
=-\frac1{\pi^2}\int_{-\infty}^{\infty}\frac{\sin^2(ku)}{u^2\sqrt{u^2+1}}\,du .$$

Since $d\sin^2(ku)/dn=(\pi u/2)\sin(\pi nu)$, and the resulting integrand is even,

$$v_x=\frac{de_x}{dn}=-\frac1\pi\int_0^\infty\frac{\sin(\pi nu)}{u\sqrt{u^2+1}}\,du .$$

A second derivative removes the factor $1/u$:

$$f_x=\frac{dv_x}{dn}=-\int_0^\infty\frac{\cos(\pi nu)}{\sqrt{u^2+1}}\,du=-K_0(\pi n)<0,$$

with $K_0$ the modified Bessel function. At $n=0.4$ the kernel is $-0.295$. Where electrons accumulate, the LDA exchange potential drops and attracts more of them.

This raises $\alpha$. Put $\delta v_x=f_x\delta n$ and let $\chi$ be the full response, $\delta n=\chi Fx$. Then $\chi=\chi_s+\chi_s(w+f_x)\chi$. Multiplying by $\chi_s^{-1}$ from the left and $\chi^{-1}$ from the right, on the space of charge-conserving changes, gives

$$(-\chi)^{-1}=(-\chi_s)^{-1}+w+f_x .$$

The right side measures the stiffness of the density. A negative $f_x$ lowers it, and as long as it stays positive (a stable ground state) its inverse grows. Hence $\alpha=\int x(-\chi)x$ exceeds its value without $f_x$ for the same orbitals. In the eight-cell chain the increase is from 293 to 339.

LDA exchange cannot, however, build up a potential from cell to cell. Deep inside a long insulating chain the induced density repeats in every cell. A potential computed from the local density and its gradients then repeats too, and its cell average has no slope. Let $g$ be the slope of the cell-averaged $\delta v_x$, divided by $F$. Over the four central cells LDA gives $g=0.007$, close to the long-chain value of zero.

## The potential that exact exchange requires

The EXX potential minimizes the HF energy over orbitals $\phi$ that come from a common local potential. Let $i$ label occupied and $a$ empty orbitals, with energies $\varepsilon$. A small change $\delta v$ of the potential mixes $\phi_a$ into $\phi_i$ with amplitude $\langle a|\delta v|i\rangle/(\varepsilon_i-\varepsilon_a)$. The energy changes by

$$\delta E=4\sum_{ia}\frac{\langle a|\delta v|i\rangle\,\langle i|h_{\rm HF}|a\rangle}{\varepsilon_i-\varepsilon_a}.$$

One factor 2 is for spin, the other for varying both members of each orbital product. The local Hamiltonian has no matrix element between $i$ and $a$, so it may be subtracted from $h_{\rm HF}$. External and Hartree terms cancel, leaving the nonlocal exchange operator $v_{nl}$ minus $v_x$. As $\delta v(x)$ is arbitrary,

$$\sum_{ia}\phi_i(x)\phi_a(x)\frac{\langle i|v_{nl}-v_x|a\rangle}{\varepsilon_i-\varepsilon_a}=0 .$$

Replacing $v_x$ by the $v_{nl}$ of the same orbitals, held fixed, thus leaves the density unchanged to first order. This is why EXX and HF polarizabilities can be close; here they differ by 0.8 per cent.

For one isolated pair the condition is solved by $v_x=-\tfrac12v_H$, with $v_H$ the Hartree potential, because exchange then cancels the self-repulsion of each electron. The induced Hartree potential opposes the displacement of charge, so the exchange response helps the field. Exact exchange is not field-counteracting everywhere.

Between pairs the situation differs, as an estimate for weakly linked pairs shows. Let an occupied orbital on one pair couple by $t$ to an empty orbital on its neighbour, at energy distance $D_s$ in the local theory. A bias $U_s$ raises the right pair relative to the left. Transfer to the left costs $D_s-U_s$ and to the right $D_s+U_s$. Squaring the first-order amplitudes and counting two electrons, the net transfer to the left is

$$2t^2\left[\frac1{(D_s-U_s)^2}-\frac1{(D_s+U_s)^2}\right]\simeq\frac{8t^2U_s}{D_s^3}.$$

In HF the mixing amplitude $c$ also changes the exchange operator. If $D_{\rm HF}$ is the HF orbital distance and $J$ the repulsion between the two orbital densities, the coupling becomes $t-cJ$, so $c=-(t-cJ)/D_{\rm HF}$, or $c=-t/(D_{\rm HF}-J)$. The effective distance is $D_h=D_{\rm HF}-J$. Let $U$ be the bias without an exchange step and $U_s=U+S$. Equal transfer in both theories, with the same $t$, requires

$$\frac{S}{U}=\left(\frac{D_s}{D_h}\right)^3-1 .$$

If $D_h>D_s$, the exchange step $S$ opposes the bias. The local potential cannot carry HF's larger transfer energy, so it reduces the driving field instead. The assumptions of equal $t$ and one orbital of each kind per pair make this an explanation of the sign, not a prediction of the size.

In the computed chain the orbital gap is 0.505 hartree in HF and 0.194 hartree in EXX. For neighbouring pairs, 5.5 bohr apart, $J\approx w(5.5)=0.18$ hartree. With the gaps standing in for the orbital distances, $D_h$ is then about 0.33 hartree, still above $D_s$, so the step should oppose the field. The gaps are crude stand-ins: orbitals localized on neighbouring pairs give $D_s\approx0.39$, $J\approx0.23$ and $D_h\approx0.56$ hartree, with the same ordering. The computed drift has this sign: EXX gives $g=-0.52$.

## How much the drift explains

Because the response to a given potential is linear, the EXX polarizability can be split. Let $\alpha_H$ be the value with EXX orbitals and Hartree response alone. The drift $gFx$ contributes $g\alpha_H$, and the rest of $\delta v_x$, which includes its variation within cells and at the ends, contributes a remainder:

$$\alpha=\alpha_H+g\alpha_H+\alpha_{\rm rest}=181.5-94.9+111.2=197.8 .$$

The opposing drift is large, but the rest of the exchange response more than compensates it. The net effect of the EXX response on these orbitals is an increase of 16. A helping part within pairs and opposing steps between them would produce this pattern, though the split does not locate the remainder in space.

The cause of the LDA excess can be examined by exchanging ingredients. The excess over EXX is $339.5-197.8=141.7$.

- Keep the LDA response kernel but use EXX orbitals: $\alpha$ falls from 339.5 to 214.7. Installing the EXX response then removes the last 17.0, or 12 per cent of the excess.
- Keep the LDA orbitals but impose the induced exchange potential of the EXX chain, held fixed: $\alpha$ falls to 273.4. This removes 66.1, or 47 per cent.

The two tests are not mirror images. In the first, the exchange response follows the density. In the second, it is frozen at the form and size it had in the EXX chain, although the LDA orbitals respond differently. The 47 per cent therefore measures the effect of that fixed potential, not of an EXX response adjusted to the LDA chain. If the EXX response is instead allowed to follow the density of the LDA orbitals, $\alpha$ falls only to 312, which removes 19 per cent. In every case the larger share is left to the zero-field orbitals. For this chain, the statement that LDA overpolarizes because its exchange response lacks a counteracting field is therefore a partial explanation. The drift is indeed missing, but LDA also starts from a softer chain.

## Why a modest change of gap matters

The LDA gap is 0.150 hartree against 0.194 in EXX. A two-band limit shows how strongly this can act. Near the band edge of a long chain whose gap is small compared with its band width, take

$$H=v\kappa\,\sigma_z+\tfrac12\Delta\,\sigma_x,$$

with $\kappa$ the wave number from the zone boundary, $v$ the band velocity, $\Delta$ the gap and $\sigma_{x,z}$ Pauli matrices. The bands are separated by $E=\sqrt{\Delta^2+4v^2\kappa^2}$. The velocity operator $v\sigma_z$ has interband element $v\Delta/E$ in magnitude, and dividing by $E$ turns it into the position element $v\Delta/E^2$. For independent electrons, with a factor 2 for spin and 2 from second-order perturbation theory,

$$\frac{\alpha_0}{L}=4\int_{-\infty}^{\infty}\frac{d\kappa}{2\pi}\frac{v^2\Delta^2}{E^5}
=\frac{4v}{3\pi\Delta^2}.$$

The last step sets $s=2v\kappa/\Delta$ and uses $\int_{-\infty}^{\infty}(1+s^2)^{-5/2}ds=4/3$. At equal $v$, the gaps give a ratio $(0.1943/0.1500)^2=1.68$ between LDA and EXX. The Hartree-only polarizabilities have the ratio $293.2/181.5=1.62$. The gap difference is thus large enough to account for the orbital part. The closeness of the two ratios is not a test, however: the formula omits chain ends and the Hartree response, which the computed values include, and equal $v$ was assumed. The chain also lies outside the stated limit: its gap exceeds the width of its occupied band, about 0.10 hartree in LDA and 0.08 in EXX. A direct change of the gap supports the conclusion all the same. Adding to the LDA potential a cosine with the cell period, sized to open the gap to 0.194 hartree, lowers the Hartree-only value from 293 to 180.5, against 181.5 with EXX orbitals.

The gap in this formula belongs to a local potential. Inserting the HF gap would omit the coupled exchange response, whose energy contribution $-\tfrac14\iint|\delta P|^2w$, with $\delta P$ the induced density matrix, is negative and softens the system. With exchange frozen, HF orbitals give 78.5; with it coupled, 199.

Length matters as well. The LDA/HF ratio is 1.18, 1.44 and 1.70 for two, four and eight cells. From four to eight cells, each added cell contributes $(339.5-124.4)/4=53.8$ in LDA and $(199.3-86.3)/4=28.2$ in HF. The ratio of these increments, 1.9, shows that the excess has not levelled off at eight cells. These arguments fail if the gap closes, since the chain is then no longer an insulator with a repeating interior response.

## Real polyenes

Butadiene and octatetraene were computed in three dimensions with the 6-31G basis, at idealized planar geometries (carbon-carbon bonds of 1.35 and 1.45 Å), in a field of 10.3 MV/cm. This field is a numerical step for extracting the linear response of a single molecule, not an operating field that a real film could be assumed to withstand. PBE exchange without correlation represents the semilocal functionals.

| Molecule | HF (Å³) | PBE exchange (Å³) | MP2 (Å³) |
|---|---:|---:|---:|
| C₄H₆ | 11.4 | 11.2 | 9.6 |
| C₈H₁₀ | 35.3 | 38.9 | 27.9 |

In this basis PBE exchange lies 2 per cent below HF for butadiene and 10 per cent above it for octatetraene. The ratio to HF thus rises with length, as in the model, though this trend is shown only in 6-31G. The excess in octatetraene is much smaller than the 44 per cent of the four-cell model, which has the same number of electron pairs as octatetraene has double bonds. The split between response and orbitals was not computed for these molecules.

HF is itself no measure of the truth. For octatetraene it exceeds MP2, an approximate treatment of correlation, by 27 per cent, while PBE exchange exceeds MP2 by 40 per cent. In this basis much of the semilocal excess over MP2 is therefore shared by HF. The MP2 values are not converged: d functions on carbon (6-31G*) raise the octatetraene MP2 value from 27.9 to 29.9 Å³ and leave HF at 35.2, which cuts the HF excess to 18 per cent. In butadiene, adding PBE correlation lowers the PBE value by only 1 per cent, and diffuse basis functions raise the HF value by about 10 per cent, several times the 2 per cent difference between HF and PBE exchange. The 6-31G basis therefore does not settle which of the two is larger in butadiene. In 6-31+G* the order reverses: HF gives 12.5, PBE exchange 13.3 and MP2 11.2 Å³, so PBE exchange lies 7 per cent above HF and the table entries move by 1 to 2 Å³.

In a dielectric film, molecular polarizability enters the electronic part of the permittivity, together with packing, orientation and local fields. The values above are for single, rigid, straight molecules with the field along the axis of the carbon zigzag. They cannot be inserted directly as properties of a disordered interlayer dielectric; vibrations, twisting and neighbouring molecules have not been sized.

## Computed values

```
uniform gas n=0.4: v_x quadrature -0.42439 hartree
uniform gas n=0.4: v_x formula    -0.42439 hartree
uniform gas n=0.4: f_x -0.2949 hartree bohr
model spacings 2.0 and 3.5 bohr, F = 0.0002 a.u.
model alpha in a.u.: cells, HF, LDA exchange, EXX
  2  34.08  40.24  34.00
  4  86.28  124.40  85.83
  8  199.25  339.49  197.75
LDA/HF for 2, 4, 8 cells: 1.181, 1.442, 1.704
EXX/HF for 2, 4, 8 cells: 0.998, 0.995, 0.992
grid effect on LDA alpha, 2 cells: 0.0018 %
8 cells from here on
energy above HF: EXX 8.581 mhartree
energy above HF: LDA orbitals 38.132 mhartree
EXX alpha from energy curvature 197.75 a.u.
orbital gaps HF, LDA, EXX: 0.5049, 0.1500, 0.1943 hartree
drift g: LDA 0.0068, EXX -0.5232 (units of F)
linear response: LDA 339.47, EXX 197.75 a.u.
Hartree-only alpha with HF, LDA, EXX orbitals: 78.50, 293.24, 181.45 a.u.
LDA split: drift part 2.00, remainder 44.25 a.u.
EXX split: drift part -94.93, remainder 111.23 a.u.
EXX orbitals, LDA response: 214.71 a.u.
LDA orbitals, EXX response: 273.41 a.u.
LDA-EXX excess 141.74 a.u.; share due to response:
  0.120 with EXX orbitals, 0.466 with LDA orbitals
polyenes, 6-31G, F = 0.002 a.u. = 10.28 MV/cm
C4H6 HF: 77.25 bohr^3 = 11.45 A^3
C4H6 PBE exchange: 75.60 bohr^3 = 11.20 A^3
C4H6 MP2: 64.54 bohr^3 = 9.56 A^3
C4H6 PBE exchange/HF 0.979, /MP2 1.171
C4H6 PBE correlation changes alpha by -1.01 %
C4H6 diffuse functions change HF alpha by 9.62 %
C8H10 HF: 237.97 bohr^3 = 35.26 A^3
C8H10 PBE exchange: 262.57 bohr^3 = 38.91 A^3
C8H10 MP2: 188.11 bohr^3 = 27.87 A^3
C8H10 PBE exchange/HF 1.103, /MP2 1.396
```
